\section*{Loss Shift of a Vibrating Reed Coated on One Face}

\section{What symmetry and dimensions fix}

A uniform reed of thickness $h$, Young's modulus $E_s$ and loss $\phi_s$ carries a bonded film of thickness $t$, modulus $E_f$ and loss $\phi_f$ along the whole of one face. Motion varies as $e^{i\omega t'}$, with $t'$ the time, and each material has the complex modulus $E(1+i\phi)$. Thus $\phi$ is the tangent of the angle by which strain lags stress. Losses are small and the response is linear.

Let $D$ be the bending rigidity per unit width. It is linear in a common scale of the moduli: doubling both $E_s$ and $E_f$ doubles $D$. Euler's theorem for such a function gives
\begin{equation}
E_s\frac{\partial D}{\partial E_s}+E_f\frac{\partial D}{\partial E_f}=D .
\end{equation}
At a given frequency the equations of linear elasticity keep their form when the moduli are complex, so to first order in the losses
\begin{equation}
D\;\to\; D+i\left(\phi_sE_s\frac{\partial D}{\partial E_s}+\phi_fE_f\frac{\partial D}{\partial E_f}\right).
\end{equation}
Define $w=(E_f/D)\,\partial D/\partial E_f$. By Euler's theorem the substrate has the weight $1-w$, and the composite loss $\phi=\mathrm{Im}D/\mathrm{Re}D$ obeys
\begin{equation}
\phi-\phi_s=w\,(\phi_f-\phi_s). \label{eq:form}
\end{equation}
The loss \emph{difference} is therefore forced: if both materials have the same loss, the composite has it too.

The weight $w$ is dimensionless. Across a very thin film the strain is uniform, so the film acts through its force per unit width and strain, $E_ft$. The matching substrate quantity is $E_sh$. To leading order,
\begin{equation}
w=C\beta,\qquad \beta=\frac{E_ft}{E_sh},
\end{equation}
with $C$ a pure number set by the type of deformation. The claim is that $C=3$ for a reed coated on one face.

\section{Simple case: stretching}

Let the coated strip first be stretched without bending. Both layers have the same strain, and the stiffness per unit width is $E_sh+E_ft=E_sh(1+\beta)$. Hence
\begin{equation}
w=\frac{E_ft}{E_sh+E_ft}=\frac{\beta}{1+\beta}.
\end{equation}
For $\beta\ll1$ this gives $C=1$. For $\beta\gg1$ the weight tends to 1, as it must when the film carries nearly all the force. Bending must give a larger $C$, because a film on the face sits where the strain is largest.

\section{What a resonating reed measures}

For a slender reed of mass $m$ per unit area, free bending obeys $D\,y''''=\omega^2m\,y$, where $y(x)$ is the deflection. The clamped and free ends fix the allowed values $k^4$ of $y''''/y$, whatever $D$ is. A driven mode then responds as
\begin{equation}
\frac{1}{k^4D/m-\omega^2}=\frac{1}{\omega_0^2(1+i\phi)-\omega^2},\qquad \omega_0^2=\frac{k^4\,\mathrm{Re}D}{m}.
\end{equation}
The squared modulus of the denominator is $(\omega_0^2-\omega^2)^2+\omega_0^4\phi^2$. It doubles from its minimum when $\omega^2=\omega_0^2(1\pm\phi)$, that is at $\omega\simeq\omega_0(1\pm\phi/2)$. The relative half-power width is therefore $\phi$, the inverse quality factor. Losses in the clamp, the surrounding gas and the film interface are taken to be negligible; a background that is the same for both measurements drops out of their difference.

\section{Two coated faces}

With films on both faces the mid-plane remains unstretched by symmetry. The strain at height $z$ is $-z\,y''$, so
\begin{equation}
D=E_s\int_{-h/2}^{h/2}z^2dz+2E_f\int_{h/2}^{h/2+t}z^2dz
\simeq\frac{E_sh^3}{12}+2E_ft\,\frac{h^2}{4}
=\frac{E_sh^3}{12}(1+6\beta).
\end{equation}
Hence $w\simeq6\beta$. Each film contributes $3\beta$, and the 3 has a direct meaning. The stored energy goes as strain squared, which is $h^2/4$ at the face and averages $h^2/12$ over the substrate, in units of curvature squared. Their ratio is 3.

Removing one film breaks the symmetry. The unstretched plane then moves, and its effect on $D$ has to be found.

\section{One coated face}

Let $u(x)$ be the axial displacement of the substrate mid-plane. The axial strain is $\varepsilon=u'-z\,y''$. Define
\begin{equation}
A=\int E\,dz,\qquad B=\int Ez\,dz,\qquad I=\int Ez^2\,dz .
\end{equation}
No axial force acts on the reed, so $\int E\varepsilon\,dz=Au'-By''=0$, which gives $u'=(B/A)y''$. The bending moment is
\begin{equation}
-\int E\varepsilon z\,dz=-Bu'+Iy''=\left(I-\frac{B^2}{A}\right)y'',
\qquad\text{so}\qquad D=I-\frac{B^2}{A}.
\end{equation}
With $\tau=t/h$ and the film between $z=h/2$ and $z=h/2+t$,
\begin{align}
A&=E_sh(1+\beta),\\
B&=E_ft\,\frac{h+t}{2}=\frac{E_sh^2}{2}\,\beta(1+\tau),\\
I&=\frac{E_sh^3}{12}+E_ft\left(\frac{h^2}{4}+\frac{ht}{2}+\frac{t^2}{3}\right)
=\frac{E_sh^3}{12}\left[1+\beta(3+6\tau+4\tau^2)\right].
\end{align}
Since $3+6\tau+4\tau^2=3(1+\tau)^2+\tau^2$, subtracting $B^2/A$ gives $D=(E_sh^3/12)\,G$ with
\begin{align}
G&=1+\beta\tau^2+3\beta(1+\tau)^2-\frac{3\beta^2(1+\tau)^2}{1+\beta}\nonumber\\
&=1+\beta\tau^2+\frac{3\beta(1+\tau)^2}{1+\beta}. \label{eq:G}
\end{align}
The shift of the unstretched plane enters through $B^2$, which is of order $\beta^2$. It cannot change the leading term, and $G\simeq1+3\beta$.

Now insert the complex moduli. To first order in $\beta$,
\begin{equation}
D=\frac{h^3}{12}\left[E_s(1+i\phi_s)+3\beta E_s(1+i\phi_f)\right],
\qquad
\phi=\frac{\phi_s+3\beta\phi_f}{1+3\beta}.
\end{equation}
Subtracting $\phi_s=(\phi_s+3\beta\phi_s)/(1+3\beta)$ leaves
\begin{equation}
\phi-\phi_s=\frac{3\beta(\phi_f-\phi_s)}{1+3\beta}
\simeq 3\,\frac{E_ft}{E_sh}\,(\phi_f-\phi_s). \label{eq:main}
\end{equation}
This is the stated result, with both losses taken at the same frequency. A lossless film lowers the loss by $3\beta\phi_s$, because it stores part of the energy without dissipating it.

As a test, the layer integrals were evaluated with complex moduli for $\tau=10^{-5}$ and $E_f/E_s=2$. The shift divided by $\beta(\phi_f-\phi_s)$ was 2.99976 for one coated face and 5.99940 for two.

\section{Thicker and stiffer films}

Since $E_f\,\partial/\partial E_f=\beta\,\partial/\partial\beta$ at fixed thicknesses, equation (\ref{eq:G}) gives the weight at any thickness:
\begin{equation}
w=\frac{\beta}{G}\frac{\partial G}{\partial\beta}
=\frac{\beta}{G}\left[\tau^2+\frac{3(1+\tau)^2}{(1+\beta)^2}\right]. \label{eq:w}
\end{equation}
For small $\tau$ and $\beta$ the bracket is $3(1+2\tau-2\beta)$ and $1/G$ is $1-3\beta$, so
\begin{equation}
w\simeq3\beta\,(1+2\tau-5\beta). \label{eq:next}
\end{equation}
A thicker film lies further out, which raises its share. Its stiffness draws the unstretched plane towards it and adds to the total energy, which lowers its share. With $\beta=(E_f/E_s)\tau$, the two corrections cancel at this order when $E_f/E_s=2/5$.

Two limits go beyond small $\beta$. If $\tau\to0$ at fixed $\beta$ (a very thin, very stiff film), then $G=(1+4\beta)/(1+\beta)$ and
\begin{equation}
w=\frac{3\beta}{(1+\beta)(1+4\beta)}=\frac{3}{1/\beta+5+4\beta}.
\end{equation}
The denominator is smallest at $\beta=1/2$, where $w=1/3$. A still stiffer film has a smaller share, because the unstretched plane approaches it and so reduces its strain. In the other limit, $\beta\tau^2\gg(1+\tau)^2$, the film's own bending stiffness dominates and $w\to1$.

A thick case tests the chain from section to resonance. Take $\tau=0.2$, $E_f/E_s=2$, $\phi_s=10^{-3}$ and $\phi_f=10^{-2}$. Then $\beta=0.4$, equation (\ref{eq:w}) gives $w=0.399$, and $\phi=10^{-3}+0.399\times9\times10^{-3}=4.59\times10^{-3}$. A calculation of the clamped reed in which axial and bending motion are both free gave $4.590\times10^{-3}$ from the complex resonance and the same value from the half-power width.

\section{When the frequency moves}

The film also changes the resonance frequency. With $\mu=\rho_ft/(\rho_sh)$ the ratio of film to substrate mass per area, $\omega_0^2\propto D/m$ gives
\begin{equation}
\frac{\omega_{\rm coated}^2}{\omega_{\rm bare}^2}=\frac{G}{1+\mu},
\qquad \frac{\delta\omega}{\omega}\simeq\frac{3\beta-\mu}{2}.
\end{equation}
If $\phi_s\propto\omega^n$ near the resonance, the substrate loss itself changes by $n\phi_s\,\delta\omega/\omega$. The difference between the losses read at the two resonances is then
\begin{equation}
\Delta\phi=3\beta(\phi_f-\phi_s)+\frac{n}{2}\,\phi_s(3\beta-\mu). \label{eq:freq}
\end{equation}
The extra term is of the same order in thickness as the first. Equation (\ref{eq:main}) alone suffices if the bare loss is interpolated to the coated frequency, if $n=0$, or if $\phi_s\ll\phi_f$ with $n$ and $\mu/\beta$ no larger than order one. The frequency dependence of $\phi_f$ enters at second order, since $\phi_f$ already carries the factor $\beta$.

For a test where both terms matter, take $n=1$, $\beta=2\times10^{-4}$, $\mu=5\times10^{-5}$, $\phi_s=2\times10^{-3}$ and $\phi_f=3\times10^{-3}$. The terms are $6.0\times10^{-7}$ and $5.5\times10^{-7}$, in all $1.150\times10^{-6}$. The reed calculation with the substrate loss following the frequency gave $1.149\times10^{-6}$.

\section{Transverse strain}

So far each layer has been treated as a bar in uniaxial stress. In a reed much narrower than it is long, the substrate contracts sideways freely except close to the clamp. Neglecting that exception, the substrate imposes the transverse strain $-\nu_s\varepsilon$ on the film. The film, free of stress along its normal, stores the energy density
\begin{equation}
\frac{E_f}{2(1-\nu_f^2)}\left(\varepsilon_x^2+\varepsilon_y^2+2\nu_f\varepsilon_x\varepsilon_y\right)
=\frac{E_f\varepsilon^2}{2}\,c,\qquad
c=\frac{1-2\nu_f\nu_s+\nu_s^2}{1-\nu_f^2}.
\end{equation}
The film slightly alters the transverse strain of the substrate, but the substrate energy is stationary there, so this costs energy at second order. The leading shift is thus multiplied by $c$, provided the Poisson ratios are real, which means that the bulk and shear moduli of each material have the same loss. Equal Poisson ratios give $c=1$.

A metal film may instead lose energy mainly in shear. If its bulk modulus $K_f$ is lossless, $\nu_f=1/2-E_f/(6K_f)$ has the imaginary part $-(1-2\nu_f)\phi_f/2$. The term in $\phi_f$ is then multiplied not by $c$ but by
\begin{equation}
c-\frac{1-2\nu_f}{2}\,\frac{\partial c}{\partial\nu_f},\qquad
\frac{\partial c}{\partial\nu_f}=\frac{2(\nu_f-\nu_s)(1-\nu_f\nu_s)}{(1-\nu_f^2)^2}.
\end{equation}
For $\nu_s=0.064$ and $\nu_f=0.35$ this is 0.984, while $c=1.093$.

If transverse bending is prevented, both layers have $\varepsilon_y=0$ to leading order and each modulus becomes $E/(1-\nu^2)$. For real Poisson ratios the factor is then $(1-\nu_s^2)/(1-\nu_f^2)$. A laminated-plate calculation with $\tau=10^{-5}$, $\nu_s=0.064$ and $\nu_f=0.35$ agreed with both factors, 1.093 and 1.135, within one part in a thousand. The narrow value is the limit of vanishing width. Because the strain energy is concentrated near the clamp, a reed of finite width lies between the two: for these materials the factor is about 1.099 when the width is a tenth of the length and 1.104 when it is a fifth, and the shear-only factor is 0.986 and 0.988.

\section{Heat flow caused by the film}

In a material with positive thermal expansion, bending heats the compressed side and cools the stretched side. The heat released per volume and time is $-\alpha T$ times the rate of change of the sum of normal stresses, with $\alpha$ the thermal expansion. For curvature amplitude $\kappa$, and apart from a common phase, the source in the substrate is $az$ with $a=\omega E_s\alpha_sT\kappa$.

Let $K$ be the thermal conductivity, $C_v$ the heat capacity per volume and $\chi=K/C_v$. For $\omega h^2/\chi\ll1$ and insulated faces, conduction removes all but the mean of the source. The flux $J$ then obeys $J'=q-\bar q$, where $q$ is the source and $\bar q$ its mean:
\begin{equation}
J_s=-\frac a2\left(\frac{h^2}{4}-z^2\right),\qquad
\int J_s^2\,dz=\frac{a^2h^5}{120}.
\end{equation}
The mean dissipated power per area is $P=\int J^2dz/(2KT)$ and the peak energy is $W=E_sh^3\kappa^2/24$. The bare thermoelastic loss is
\begin{equation}
\phi_T=\frac{P}{\omega W}=\frac{E_s\alpha_s^2T}{C_v}\,\frac{\omega h^2}{10\,\chi}.
\end{equation}

The stresses in the film of a narrow reed sum to $E_f\varepsilon(1-\nu_s)/(1-\nu_f)$. Its heat enters at the face $z=h/2$ with strength $F=arh^2/2$ per area, where
\begin{equation}
r=\beta\,\frac{\alpha_f}{\alpha_s}\,\frac{1-\nu_s}{1-\nu_f}.
\end{equation}
Neglecting the film's own heat capacity and any heat flow along the reed into the clamp, the added flux is $J_f=-F(z+h/2)/h$. Since $J_s$ is even in $z$, the factor $z+h/2$ can be replaced by $h/2$ in the cross term:
\begin{align}
2\int J_sJ_f\,dz&=2\cdot\frac F2\cdot\frac{ah^3}{12}=\frac{a^2h^5}{24}\,r,\\
\int J_f^2\,dz&=\frac{F^2h}{3}=\frac{a^2h^5}{12}\,r^2 .
\end{align}
Divided by $a^2h^5/120$, these raise the thermoelastic loss by the fraction $5r+10r^2$. One further term of first order in $\beta$ is left out: the substrate must balance the moment of the film's transverse stress, which lowers the fraction by $6\beta(1+\nu_s)(\nu_f-\nu_s)/(1-\nu_f^2)$. It is minor when $\alpha_f\gg\alpha_s$. This is dissipation in the substrate caused by the film, and equation (\ref{eq:main}) does not contain it. For the reed of the next section, a solution of the heat equation at the actual frequency, still without the film's heat capacity, agreed with the bare loss within 0.2\% and with the added fraction within 1\%.

\section{Aluminium on silicon}

Take 500 nm of aluminium on a silicon reed 50 $\mu$m thick and 10 mm long, at 300 K in vacuum. Rough moduli are 70 and 169 GPa. The losses are chosen: $\phi_f=2\times10^{-3}$ and $\phi_s=5\times10^{-6}$. Then
\begin{align}
\beta&=\frac{70\times500}{169\times50\,000}=0.00414,\qquad 3\beta=0.01243,\\
\phi-\phi_s&=0.01243\times(2.000-0.005)\times10^{-3}=2.48\times10^{-5}.
\end{align}
A film one hundredth as thick as the reed raises its loss sixfold, to $2.98\times10^{-5}$, because the film is 400 times as lossy as the substrate.

The layered-beam value differs from the simple one by $-0.09\%$. The near agreement comes from the modulus ratio, 0.414, which is close to the cancelling value 0.4: the terms in equation (\ref{eq:next}) are $+2.00\%$ and $-2.07\%$. Higher orders make up the rest.

With the film in uniaxial stress, the frequency rises from 687.9 to 688.2 Hz. Here $3\beta=0.0124$ nearly cancels $\mu=0.0116$, so second-order terms show in the shift: $(3\beta-\mu)/2$ gives $4.2\times10^{-4}$, while $\sqrt{G/(1+\mu)}-1$ gives $5.1\times10^{-4}$. The same near cancellation makes the shift sensitive to transverse strain: in a narrow reed this stiffens the film by about 9\% and roughly doubles the shift, to $1.1\times10^{-3}$, or 688.6 Hz. With $n=1$ the associated loss change is still only 0.02\% of the simple shift.

Transverse strain also changes the loss directly, and by more. With real Poisson ratios, the laminated plate gives a shift of $2.69\times10^{-5}$, which is 8.7\% above the simple value; the thin-film factor $c$ gives 9.3\%, and the difference is an effect of finite thickness. Heat flow adds to this. The bare thermoelastic loss is $2.50\times10^{-6}$, half of the chosen $\phi_s$. With $r=0.0528$ it grows by the fraction $0.264+0.028=0.292$, or $7.3\times10^{-7}$, which is 2.9\% of the simple shift. The last digits depend on what was neglected: the transverse stress in the substrate lowers the fraction by about 0.009, and a clamp held at fixed temperature draws heat from a layer $\sqrt{2\chi/\omega}\approx0.2$ mm long and raises it by an estimated 0.02 to 0.03.

Together these effects give $2.77\times10^{-5}$. An experimenter who inverts equation (\ref{eq:main}) would infer
\begin{equation}
\phi_f=5\times10^{-6}+\frac{2.77\times10^{-5}}{0.01243}\simeq2.23\times10^{-3},
\end{equation}
about 12\% above the film loss put in for a very narrow reed, and about 13\% if the width is a fifth of the length. This figure depends on the real Poisson ratios. If the film loses energy in shear alone, with the same $\phi_f$, transverse strain lowers the shift by about 2\% instead of raising it. Heat flow still adds about 3\%, and the inferred loss is then only about 1\% too high.

Metal films on silicon reeds are a real use of this method, and the dimensions here are of a practical kind. The film loss is an assumption: in polycrystalline aluminium it depends on grain structure, temperature and frequency. With real Poisson ratios, uniaxial stress in the film is the assumption, of those sized here, whose failure changes the shift most in this example. With film loss in shear alone, the neglect of heat flow matters slightly more. Two further errors follow directly from equation (\ref{eq:main}). For $\phi_f\gg\phi_s$, taking $E_ft$ 10\% too high makes the inferred loss about 9\% too low, and taking it 10\% too low makes the loss about 11\% too high. A clamp that changes the background by $5\times10^{-7}$ between the two measurements changes the apparent shift by 2\%. The numerical output lists the remaining material values.

\section*{Table of computed values}
\begin{verbatim}
test, thin-film factor, one face: 2.99976
test, thin-film factor, two faces: 5.99940
test, surface strain squared over substrate mean: 3.00000
test, thick film (tau 0.2), loss from complex resonance: 4.58996e-03
test, thick film, loss from half-power width: 4.58997e-03
test, frequency-dependent substrate, reed loss shift: 1.1491e-06
test, frequency-dependent substrate, formula: 1.1500e-06
substrate thickness: 50 um
film thickness: 500 nm
reed length: 10 mm
silicon Young's modulus (rough): 169 GPa
aluminium Young's modulus (rough): 70 GPa
silicon density (rough): 2330 kg/m3
aluminium density (rough): 2700 kg/m3
silicon in-plane Poisson ratio (rough): 0.064
aluminium Poisson ratio (rough): 0.35
temperature: 300 K
silicon thermal expansion (rough): 2.6 1e-6/K
aluminium thermal expansion (rough): 23 1e-6/K
silicon heat capacity per volume (rough): 1.64 MJ/(m3 K)
silicon thermal conductivity (rough): 148 W/(m K)
substrate loss (chosen): 5.000e-06
film loss (chosen): 2.000e-03
thickness ratio tau: 0.01000
modulus-thickness ratio beta: 0.004142
three beta: 0.012426
mass ratio mu: 0.011588
bare resonance: 687.88 Hz
coated resonance: 688.24 Hz
loss shift, simple formula: 2.4790e-05
coated loss, simple formula: 2.9790e-05
loss shift, exact layered beam: 2.4768e-05
loss shift, complex resonance of reed: 2.4768e-05
next-order thickness term 2 tau: 2.000 %
next-order stiffness term -5 beta: -2.071 %
finite-thickness effect on shift: -0.088 %
transverse-strain factor, narrow reed: 1.0932
transverse-strain factor, transverse bending prevented: 1.1349
loss shift, laminated plate (narrow reed): 2.6940e-05
thermoelastic loss of bare reed: 2.502e-06
heat-source ratio r: 0.0528
extra thermoelastic loss due to film: 7.294e-07
extra thermoelastic loss / simple shift: 2.94 %
frequency-dependence term (n = 1): 2.56e-09
frequency-dependence term / simple shift: 0.0103 %
loss shift with all sized effects: 2.7672e-05
film loss inferred by simple formula: 2.2320e-03
error of inferred film loss: 11.6 %
\end{verbatim}
